# Binding energy of a Wannier exciton in a gallium-nitride-like crystal

**Setting.** Light creates an electron and a hole in a wide-gap semiconductor. Both bands are isotropic and parabolic near their edges, with masses $m_e=0.2\,m_0$ and $m_h=1.0\,m_0$, where $m_0$ is the free-electron mass. The relative static permittivity is $\varepsilon_s=8.9$. These are rough values typical of gallium nitride. Electron–hole exchange is neglected.

The zero of energy is a free pair at rest. The binding energy $E_b$ is positive and is measured downwards from the free-pair edge. Use $13.6057$ eV for the hydrogen Rydberg energy and $0.0529177$ nm for the Bohr radius.

## (a) Separate the two-particle problem

**Question.** Write the Hamiltonian of the pair and separate the centre-of-mass motion from the relative motion.

**Answer.** The carriers have opposite charges, so their potential energy is negative:

$$H=-\frac{\hbar^2}{2m_e}\nabla_e^2-\frac{\hbar^2}{2m_h}\nabla_h^2-\frac{k}{|\mathbf r_e-\mathbf r_h|},\qquad k=\frac{e^2}{4\pi\varepsilon_0\varepsilon_s}.$$

Define $M=m_e+m_h$, $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$ and $\mathbf r=\mathbf r_e-\mathbf r_h$. For the $x$ components, with $X$ belonging to $\mathbf R$ and $x$ to $\mathbf r$, the chain rule gives

$$\frac{\partial}{\partial x_e}=\frac{m_e}{M}\frac{\partial}{\partial X}+\frac{\partial}{\partial x},\qquad
\frac{\partial}{\partial x_h}=\frac{m_h}{M}\frac{\partial}{\partial X}-\frac{\partial}{\partial x}.$$

Square each operator and divide by its mass:

$$\frac1{m_e}\frac{\partial^2}{\partial x_e^2}=\frac{m_e}{M^2}\frac{\partial^2}{\partial X^2}+\frac2M\frac{\partial^2}{\partial X\partial x}+\frac1{m_e}\frac{\partial^2}{\partial x^2},$$

$$\frac1{m_h}\frac{\partial^2}{\partial x_h^2}=\frac{m_h}{M^2}\frac{\partial^2}{\partial X^2}-\frac2M\frac{\partial^2}{\partial X\partial x}+\frac1{m_h}\frac{\partial^2}{\partial x^2}.$$

The mixed terms cancel in the sum. The first terms add to $1/M$ because $m_e+m_h=M$. The $y$ and $z$ components behave alike, so

$$H=-\frac{\hbar^2}{2M}\nabla_R^2-\frac{\hbar^2}{2\mu}\nabla_r^2-\frac kr,\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.$$

A state $e^{i\mathbf K\cdot\mathbf R}\psi(\mathbf r)$ has centre-of-mass energy $\hbar^2K^2/(2M)$. A free pair with the same $\mathbf K$ has the same term, so the binding does not depend on $\mathbf K$. We take $\mathbf K=0$ from here on.

## (b) Find the ground state

**Question.** Use $\psi=e^{-r/a}$ to find the radius $a$ and the binding energy. Show that no state lies lower.

**Answer.** For a function of $r$ alone, $\nabla^2\psi=\psi''+2\psi'/r$. Here $\psi'=-\psi/a$ and $\psi''=\psi/a^2$, so the relative equation, divided by $\psi$, becomes

$$-\frac{\hbar^2}{2\mu a^2}+\frac{\hbar^2}{\mu a r}-\frac kr=E.$$

The right side is constant, so the two $1/r$ terms must cancel:

$$a=\frac{\hbar^2}{\mu k}=\frac{4\pi\varepsilon_0\varepsilon_s\hbar^2}{\mu e^2}.$$

The constant term then gives $E=-E_b$ with

$$E_b=\frac{\hbar^2}{2\mu a^2}=\frac{\mu k^2}{2\hbar^2}=\frac{\mu e^4}{2(4\pi\varepsilon_0\varepsilon_s)^2\hbar^2}.$$

To show that this is the lowest state, write any other bound trial state as $\phi=\psi f$, which is possible because $\psi$ has no zero. Since $H\psi=-E_b\psi$,

$$(H+E_b)\psi f=-\frac{\hbar^2}{2\mu}\left(2\nabla\psi\cdot\nabla f+\psi\nabla^2f\right).$$

Multiplying by $\psi f^*$ turns the right side into $-(\hbar^2/2\mu)\,f^*\nabla\cdot(\psi^2\nabla f)$. Integration by parts, with vanishing surface terms, gives

$$\langle\phi|H+E_b|\phi\rangle=\frac{\hbar^2}{2\mu}\int\psi^2|\nabla f|^2\,d^3r\ge0.$$

No trial state therefore has a mean energy below $-E_b$.

## (c) Evaluate the binding and the next level

**Question.** Calculate the binding energy and the radius. How does the binding respond to changes in the masses and the permittivity? Verify that $\psi_2=(1-r/2a)e^{-r/2a}$ is also a solution, and find its distance from the ground state.

**Answer.** Hydrogen with a fixed nucleus has $\mu=m_0$ and $\varepsilon_s=1$ in the same formulas. Taking ratios to it,

$$E_b=13.6057\ \text{eV}\times\frac{\mu/m_0}{\varepsilon_s^2},\qquad a=0.0529177\ \text{nm}\times\frac{\varepsilon_s}{\mu/m_0}.$$

The reduced mass is $\mu/m_0=0.2\times1.0/1.2=0.1667$. Keeping the unrounded fraction $1/6$,

$$E_b=\frac{13.6057}{6\times8.9^2}\ \text{eV}=0.02863\ \text{eV}=28.6\ \text{meV},$$

$$a=0.0529177\times8.9\times6\ \text{nm}=2.83\ \text{nm}.$$

The value 28.63 meV equals $4.59\times10^{-21}$ J; to the nearest millielectronvolt the binding is 29 meV. Direct diagonalization of the relative equation on a radial grid also gives 28.63 meV.

The permittivity enters squared: a 1% increase lowers $E_b$ by about 2%. For the masses, differentiate $1/\mu=1/m_e+1/m_h$ and multiply by $-\mu$:

$$\frac{d\mu}{\mu}=\frac{\mu}{m_e}\frac{dm_e}{m_e}+\frac{\mu}{m_h}\frac{dm_h}{m_h}=0.83\,\frac{dm_e}{m_e}+0.17\,\frac{dm_h}{m_h}.$$

Of the two masses, the lighter one has the greater influence. If the hole becomes infinitely heavy while $m_e$ and $\varepsilon_s$ are held fixed, $\mu\to m_e$ and the binding rises to 34.35 meV. Using the electron mass in place of $\mu$ would thus overstate the binding by 20% of its correct value.

For the second state set $u=r\psi_2=p\,e^{-r/2a}$ with $p=r-r^2/2a$. Since $\nabla^2\psi_2=u''/r$, the relative equation is $-(\hbar^2/2\mu)u''-(k/r)u=Eu$. With $p'=1-r/a$ and $p''=-1/a$,

$$u''=\left(p''-\frac{p'}a+\frac{p}{4a^2}\right)e^{-r/2a}.$$

The first two terms are $-2/a+r/a^2=-(2/a)(1-r/2a)=-2p/(ar)$, so

$$u''=\left(-\frac2{ar}+\frac1{4a^2}\right)u.$$

The $1/r$ terms cancel as before, leaving $E=-\hbar^2/(8\mu a^2)=-E_b/4$. The second state is bound by 7.16 meV and lies $3E_b/4=21.5$ meV above the ground state.

## (d) Test the use of bands and of the static permittivity

**Question.** The gap is roughly 3.4 eV, the cell length 0.5 nm, the optical phonon energy $\hbar\omega=92$ meV and the high-frequency permittivity $\varepsilon_\infty=5.35$. Are the effective masses and the static permittivity justified?

**Answer.** The radius is $2.83/0.5=5.7$ cell lengths, so the wave function varies fairly slowly from cell to cell. The mean kinetic energy follows from $|\nabla\psi|^2=\psi^2/a^2$: it is $\hbar^2/(2\mu a^2)=E_b$, which is 0.84% of the gap. Both ratios support an effective-mass description and the single electron mass. They do not justify a single hole mass: the top valence bands of gallium nitride lie within a few tens of meV of one another, which is comparable with $E_b$, so they mix in the exciton.

The permittivity is less secure. Its static value includes the displacement of the ions, whereas $\varepsilon_\infty$ contains the electronic response alone. The ions follow the pair fully only if $E_b\ll\hbar\omega$, and here $E_b/\hbar\omega=0.31$.

Suppose the true attraction lies everywhere between the two Coulomb forms. Take the ground state of the weaker attraction as a trial state for the stronger one: its mean energy falls, and the true ground state lies no higher. The binding must then lie between 28.6 meV and

$$28.63\times(8.9/5.35)^2\ \text{meV}=79.2\ \text{meV}.$$

The Haken potential is a model interpolation inside this range:

$$V(r)=-\frac{e^2}{4\pi\varepsilon_0r}\left[\frac1{\varepsilon_s}+\frac12\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\left(e^{-r/l_e}+e^{-r/l_h}\right)\right],\quad l_i=\sqrt{\frac{\hbar}{2m_i\omega}}.$$

It tends to the $\varepsilon_\infty$ form at small $r$ and to the $\varepsilon_s$ form at large $r$. The given masses are taken to include the lattice distortion carried by each particle, and the free-pair edge to include its energy. The lengths are $l_e=1.44$ nm and $l_h=0.644$ nm.

A hand estimate keeps the state of part (b), whose normalized density is $e^{-2r/a}/(\pi a^3)$:

$$\left\langle\frac{e^{-r/l}}r\right\rangle=\frac4{a^3}\int_0^\infty r\,e^{-(2/a+1/l)r}dr=\frac1a\,\frac4{(2+a/l)^2}.$$

The last fraction is 0.255 for $l_e$ and 0.098 for $l_h$, with mean 0.176. Because $k/a=2E_b$, the binding increases by

$$2E_b\left(\frac{\varepsilon_s}{\varepsilon_\infty}-1\right)\times0.176=57.3\times0.664\times0.176\ \text{meV}\approx6.7\ \text{meV}.$$

This gives about 35.3 meV, a lower bound on the binding in the Haken model, because the mean energy of a trial state cannot lie below the true ground level. Solving the radial equation gives 37.7 meV; the remainder is gained by letting the wave function adjust. The lattice correction in this model is therefore about 32% of the static result.

## (e) Allow an anisotropic hole

**Question.** Replace the hole mass by $2.0\,m_0$ along the crystal axis and $0.5\,m_0$ across it. Keep the electron mass and the static permittivity fixed. Estimate the binding with a spherical trial state.

**Answer.** The inverse reduced masses, in units of $1/m_0$, are $5+2=7$ for each of the two directions across the axis and $5+0.5=5.5$ along it. In the trial state $e^{-r/b}$ the three directions share $\langle p^2\rangle=\hbar^2/b^2$ equally. The kinetic energy therefore contains the directional mean

$$\frac1{\bar\mu}=\frac{2\times7+5.5}{3\,m_0}=\frac{6.5}{m_0}.$$

The integral in part (d), with $l\to\infty$ and $a$ replaced by $b$, gives $\langle1/r\rangle=1/b$. Hence

$$E(b)=\frac{\hbar^2}{2\bar\mu b^2}-\frac kb.$$

Setting $dE/db=-\hbar^2/(\bar\mu b^3)+k/b^2=0$ gives $b=\hbar^2/(\bar\mu k)$. Substitution gives $E=-\bar\mu k^2/(2\hbar^2)$, so the binding estimate is

$$\frac{13.6057}{6.5\times8.9^2}\ \text{eV}=26.4\ \text{meV}.$$

This is a lower bound on the binding for these masses. A flexible Gaussian basis, which permits a flattened or elongated state, gives 26.5 meV. The change from the isotropic case is about $-7\%$ of 28.6 meV. It comes mainly from the larger mean inverse mass, since the change of shape adds only about 0.1 meV.

## (f) Include temperature and free carriers

**Question.** At 300 K, $k_BT=25.85$ meV. Find the bound fraction for a total pair density of $10^{16}\ \text{cm}^{-3}$. Separately, find how $10^{17}\ \text{cm}^{-3}$ mobile electrons change the binding.

**Answer.** In a dilute gas, species $i$ with spin degeneracy $g_i$, mass $m_i$, edge energy $\epsilon_i$ and chemical potential $\zeta_i$ has density

$$n_i=g_i\left(\frac{m_ik_BT}{2\pi\hbar^2}\right)^{3/2}e^{(\zeta_i-\epsilon_i)/k_BT}.$$

For the exciton, $m_X=M$, $\epsilon_X=-E_b$ and $g_X=g_eg_h$, since all spin combinations are counted. Equilibrium requires $\zeta_X=\zeta_e+\zeta_h$. In the ratio $n_en_h/n_X$ the chemical potentials and degeneracies cancel, and $m_em_h/M=\mu$:

$$\frac{n_en_h}{n_X}=\left(\frac{\mu k_BT}{2\pi\hbar^2}\right)^{3/2}e^{-E_b/k_BT}=2.82\times10^{17}\ \text{cm}^{-3}.$$

If a fraction $\beta$ of the pairs is bound, then $n_e=n_h=(1-\beta)n$ and $n_X=\beta n$, so

$$\frac{(1-\beta)^2}{\beta}=\frac{2.82\times10^{17}}{10^{16}}=28.2,\qquad \beta\approx0.033.$$

About 3% of the pairs are bound. The Boltzmann factor is 0.33, so the small fraction is due mostly to the many free states available at this density. Excited bound states and interactions between free carriers are left out. With $k_BT$ close to $E_b$, the fraction is an order-of-magnitude result. It describes population and does not move the level.

For screening, let $\varphi$ be the potential around a charge. Mobile electrons of mean density $n$ take the density $n e^{e\varphi/k_BT}\approx n(1+e\varphi/k_BT)$. With a neutralizing fixed background, the induced charge density is $-ne^2\varphi/k_BT$. Away from the charge, Poisson's equation becomes

$$\nabla^2\varphi=\frac{\varphi}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon_0\varepsilon_sk_BT}{ne^2}.$$

The decaying solution is $e^{-r/\lambda}/r$, which replaces $1/r$ in the attraction. Here $\lambda=11.3$ nm. The density is 4.5% of the effective conduction-band density, so classical statistics are reasonable.

With the unscreened state as trial state, the kinetic energy is $E_b$ and the attraction is $2E_b\times4/(2+a/\lambda)^2$. Since $a/\lambda=0.250$,

$$E_b^{\text{scr}}\approx57.26\times0.7897-28.63\ \text{meV}\approx16.6\ \text{meV}.$$

The radial solution is also 16.6 meV, which is 42% below the carrier-free value. This energy is measured from the free-pair edge in the same carrier gas. The calculation assumes that the carriers respond as if the pair were static. As for the ions in part (d), this needs $E_b$ well below the response energy, here the plasma energy $\hbar\sqrt{ne^2/(\varepsilon_0\varepsilon_sm_e)}\approx8.8$ meV. The binding is about three times larger, so the condition is not met. It also uses the linear expansion where it is poor: at $r=a$ the ratio $e\varphi/k_BT$ is $(57.3/25.85)\,e^{-0.25}\approx1.7$, which is not small. A sphere of radius $\lambda$ holds on average only $4\pi\lambda^3n/3\approx0.6$ mobile electrons, so a smooth screening cloud is itself a rough picture. The 42% is therefore a result of this model and only a rough guide to the material.

## (g) Apply a field and judge the device case

**Question.** Find the field at which the top of the classical barrier falls to the unshifted ground level. Compare it with a device field of 1 MV/cm, and assess the use of the calculated binding for gallium nitride.

**Answer.** Let $z>0$ be the separation in the direction in which the field $F$ pulls the pair apart. Along that line

$$V(z)=-\frac kz-eFz.$$

The maximum satisfies $k/z^2=eF$, so $z=\sqrt{k/(eF)}$ and $V_{\max}=-2\sqrt{keF}$. Set this equal to $-E_b$, square, and use $k=2E_ba$:

$$8E_ba\,eF=E_b^2,\qquad F=\frac{E_b}{8ea}=\frac{0.02863\ \text{V}}{8\times2.826\ \text{nm}}=0.0127\ \text{MV/cm}.$$

The conversion is $1\ \text{V/nm}=10\ \text{MV/cm}$. This is a scale and not a sharp threshold: the field also shifts the level, and tunnelling occurs at lower fields. The barrier is lowest along this one line, so the level is still a narrow resonance at this field; its width becomes comparable with $E_b$ only near $E_b/(ea)\approx0.1$ MV/cm, eight times higher. A field of 1 MV/cm is 79 times the barrier field and about ten times $E_b/(ea)$, so the field-free bound state is no usable description there.

For real gallium nitride, measured exciton bindings are roughly 25 meV, and the static model comes close. That closeness does not validate full lattice screening: the inputs are rough, so the agreement may be accidental, and the Haken model, in which the ions screen only partly at short distance, gives 37.7 meV with the same inputs. The permittivity is itself uncertain and depends on direction: a value of 10, with the masses held fixed, would give $28.63\times(8.9/10)^2=22.7$ meV. The hole mass of $1.0\,m_0$ is typical in size but replaces several coupled, anisotropic bands by one. In the high-field region of an operating power transistor, a field near 1 MV/cm rules out the field-free bound state. In a neutral doped region where the field stays far below 0.0127 MV/cm, carrier screening matters more than the field, by an amount that shrinks as the carrier density falls; the rough linear model above gives a 42% reduction at $10^{17}\ \text{cm}^{-3}$ and 300 K. The 29 meV result therefore belongs to undoped, field-free material, within the static-permittivity model. Each correction was calculated separately, so they should not simply be added. The computed values are collected in the numerical output below.

## Computed results

```
Electron mass: 0.2 m0
Hole mass: 1 m0
Static relative permittivity: 8.9
Reduced mass: 0.1667 m0
Hydrogen Rydberg energy: 13.6057 eV
Hydrogen Bohr radius: 0.0529177 nm
Exciton binding, formula: 28.63 meV
Exciton binding, formula: 4.587e-21 J
Exciton binding, radial grid: 28.63 meV
Exciton binding, Gaussian basis: 28.63 meV
Exciton radius, formula: 2.826 nm
Most probable separation, radial grid: 2.826 nm
Binding of n=2 level, formula: 7.157 meV
Binding of n=2 level, radial grid: 7.157 meV
Spacing n=1 to n=2, formula: 21.47 meV
Wrong binding using electron mass only: 34.35 meV
Rough gap: 3.4 eV
Binding divided by gap: 0.0084
Rough cell length: 0.5 nm
Radius divided by cell length: 5.7
Rough high-frequency permittivity: 5.35
Rough optical phonon energy: 92 meV
Binding divided by phonon energy: 0.31
Haken length, electron: 1.44 nm
Haken length, hole: 0.644 nm
Binding with Haken potential: 37.7 meV
Binding with high-frequency permittivity: 79.2 meV
Trial hole mass along axis: 2 m0
Trial hole mass across axis: 0.5 m0
Directional mean of inverse reduced mass: 6.5 1/m0
Anisotropic binding, spherical estimate: 26.43 meV
Anisotropic binding, Gaussian basis: 26.54 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Mass-action constant: 2.82e+17 cm^-3
Pair density for bound fraction: 1e+16 cm^-3
Bound fraction of pairs: 3.3 percent
Carrier density for screening: 1e+17 cm^-3
Carrier density / conduction-band density: 0.045
Debye length: 11.3 nm
Binding with Debye screening: 16.6 meV
Barrier-lowering field: 0.0127 MV/cm
Rough device field: 1 MV/cm
Device field / barrier-lowering field: 79
```
